Tunnelling crossover temperature of a parabolic hydrogen-transfer barrier

**Problem**

A hydrogen atom is transferred between two groups. At the transition state the vibrational analysis gives one imaginary wavenumber, of magnitude ν̄ = 1200 cm⁻¹. Treat the motion along the reaction path as one-dimensional, with an effective mass m and the potential

V(x) = V₀ − ½mω²x².

Here V'' = −mω², so the harmonic frequency √(V''/m) is ±iω, and ω = 2πcν̄. The incident energies E have Boltzmann weights, with β = 1/(k_BT). If P(E) is the probability of transmission, the tunnelling factor is

κ = ∫ β e^{−β(E−V₀)} P(E) dE.

For a classical particle P is 0 below V₀ and 1 above it, and the integral is then 1. Thus κ is the factor by which quantum transmission multiplies the classical rate. The crossover temperature T_c of the parabolic barrier is the temperature at and below which this integral diverges.

(a) Find P(E) for the parabolic barrier.

(b) Derive T_c and show that it is about 275 K.

(c) Evaluate κ above T_c, and find the temperature at which half of the crossings take place below the barrier top.

(d) In atomic layer deposition from a metal amide, a surface hydroxyl group can pass its hydrogen to an amide ligand. Take a barrier of 0.60 eV, a reaction energy of −0.30 eV and a process temperature of 523 K. What does T_c mean for such a barrier, whose height is finite?

**Solution**

**(a) Transmission through the parabola**

Measure length in units of √(ħ/mω), with x = q√(ħ/mω), and energy from the top, with ε = (E − V₀)/(ħω). The Schrödinger equation

−(ħ²/2m) d²ψ/dx² + (V₀ − ½mω²x²)ψ = Eψ

becomes, after division by ħω and multiplication by −2,

ψ'' + (q² + 2ε)ψ = 0.

Write ψ = e^{iq²/2} f. Two differentiations give ψ'' = e^{iq²/2}(f'' + 2iqf' + if − q²f), so that

f'' + 2iqf' + (i + 2ε)f = 0.

A solution is the integral

f(q) = ∫ s^μ e^{φ} ds, φ = is²/4 + iqs, μ = −½ − iε,

taken from s = 0 to infinity along the ray s = re^{iπ/4}. On this ray is²/4 = −r²/4, so the integral converges for every q. To verify the solution, differentiate under the integral sign:

f'' = −∫ s^{μ+2} e^{φ} ds,

2iqf' = −2∫ s^{μ+1} q e^{φ} ds.

Since ∂e^{φ}/∂s = (is/2 + iq)e^{φ}, we have q e^{φ} = −i ∂e^{φ}/∂s − (s/2)e^{φ}. Therefore

2iqf' = 2i∫ s^{μ+1} (∂e^{φ}/∂s) ds + ∫ s^{μ+2} e^{φ} ds.

Integrate the first term by parts. The boundary terms vanish, because |s^{μ+1}| is proportional to r^{1/2} near the origin and the Gaussian factor removes the far end. The first term is therefore −2i(μ+1)f = −2i(½ − iε)f = −(i + 2ε)f. The integrals over s^{μ+2} cancel between f'' and 2iqf', and the remainder cancels (i + 2ε)f. The equation is satisfied.

The transmission follows from the form of this solution far from the barrier.

*Right side, q → +∞.* On the ray, |e^{iqs}| = e^{−qr/√2}, so only values of s of order 1/q contribute. There is²/4 is of order 1/q² and can be dropped. What remains is a gamma-function integral:

f → Γ(½ − iε) (−iq)^{−½+iε}.

Hence ψ varies as e^{iq²/2} q^{−½+iε}. Its local wavenumber is positive, so with the time factor e^{−iEt/ħ} it moves to the right. No wave comes in from the right, as a transmission problem requires.

*Left side, q = −|q| → −∞.* Completing the square gives

φ = −iq² + (i/4)(s − 2|q|)².

Replace the ray by two straight pieces. The first runs from 0 down to −2i|q|. The second runs from there to infinity along s = 2|q| + e^{iπ/4}u, parallel to the old ray. No singularity is crossed, and the integrand vanishes in the gap at infinity.

On the first piece s = −ir and |e^{−i|q|s}| = e^{−|q|r}. Small r dominates again, and the result is

Γ(½ − iε) (i|q|)^{−½+iε}.

On the second piece e^{φ} = e^{−iq²} e^{−u²/4}. The Gaussian selects s near 2|q|, and since ∫e^{−u²/4}du = 2√π the result is

2√π e^{iπ/4} (2|q|)^{−½−iε} e^{−iq²}.

After multiplication by e^{iq²/2}, the first contribution varies as e^{iq²/2}. Its local wavenumber is q, which is negative here, so it is the reflected wave. The second varies as e^{−iq²/2}, has local wavenumber −q = |q|, and is the incoming wave.

The reflected and transmitted waves differ in magnitude only through the powers of ±i:

|(−i)^{−½+iε}| = |e^{(−iπ/2)(iε)}| = e^{πε/2} (transmitted),

|i^{−½+iε}| = |e^{(iπ/2)(iε)}| = e^{−πε/2} (reflected).

At equal distances from the top the local speeds are equal, so the ratio of the fluxes is the ratio of the squared magnitudes:

R/P = e^{−πε}/e^{πε} = e^{−2πε}.

Flux conservation, R + P = 1, then gives

P(E) = 1/(1 + e^{−2πε}) = 1/(1 + e^{2π(V₀−E)/ħω}).

At the top P = ½. Far above it P tends to 1, and far below it P ≈ e^{−2π(V₀−E)/ħω}.

**(b) The crossover temperature**

Let D = V₀ − E be the depth below the top. For large D the integrand of κ behaves as

β e^{βD} e^{−2πD/ħω} = β e^{(β − 2π/ħω)D}.

Two exponentials compete. Going deeper makes the particles more numerous by e^{βD} and their transmission smaller by e^{−2πD/ħω}. Both exponents are linear in D, so the same one wins at every large depth. The integral converges if β < 2π/ħω. If β = 2π/ħω the integrand tends to a constant, and if β is larger it grows; in both cases the integral diverges. The boundary is

k_BT_c = ħω/(2π).

With ħω = hcν̄ and hc/k_B = 1.4388 K cm,

T_c = hcν̄/(2πk_B) = (1.4388 K cm × 1200 cm⁻¹)/(2π) = 274.8 K ≈ 275 K.

The mass and the barrier height do not appear separately; the wavenumber contains all that is needed. The factor 2π matters, since ħω/k_B by itself is 1727 K. Because T_c is proportional to ν̄, an error of 10% in the wavenumber moves T_c by 27 K.

**(c) The tunnelling factor above T_c**

Set a = T_c/T and z = 2πε. Then βħω = 2πa, so β dE = a dz and β(E − V₀) = az. The definition becomes

κ = aI, I = ∫ e^{−az}/(1 + e^{−z}) dz, from −∞ to ∞.

The integrand tends to e^{(1−a)z} for z → −∞ and to e^{−az} for z → +∞, so I converges for 0 < a < 1.

Integrate around the rectangle between the real axis and the line Im z = 2π. The vertical sides vanish as they move to infinity. On the upper line the denominator is unchanged and the numerator gains the factor e^{−2πia}. The only pole inside is at z = iπ, where the derivative of the denominator is −e^{−iπ} = 1, so the residue is e^{−iπa}. Hence

I(1 − e^{−2πia}) = 2πi e^{−iπa}.

Multiplication by e^{iπa} turns the left side into 2iI sin(πa), so I = π/sin(πa) and

κ = πa/sin(πa), a = T_c/T < 1.

Two limits show its content. For T ≫ T_c, sin y ≈ y − y³/6 with y = πa = βħω/2 gives

κ ≈ 1 + (πa)²/6 = 1 + (βħω)²/24,

a small correction to the classical rate. Just above T_c, sin(πa) = sin[π(1−a)] ≈ π(1−a), so

κ ≈ a/(1 − a) = T_c/(T − T_c).

The most probable crossing energy E* follows from setting the derivative of −az − ln(1 + e^{−z}) to zero. This gives 1/(e^{z} + 1) = a, or e^{z} = (1 − a)/a, and therefore

E* − V₀ = (ħω/2π) ln[(T − T_c)/T_c].

The most probable energy lies at the top when T = 2T_c. It sinks on cooling and runs to −∞ as T approaches T_c.

At T = 2T_c, where a = ½, the integrand is

e^{−z/2}/(1 + e^{−z}) = 1/(e^{z/2} + e^{−z/2}) = 1/[2cosh(z/2)],

which is even in z. Half of the crossings therefore take place below the top at 2T_c, here 550 K. This temperature is unique: the ratio of the weights at −z and z is e^{(2a−1)z}, which for z > 0 exceeds 1 when a > ½ and is less than 1 when a < ½. Thus T_c is not the temperature at which tunnelling begins. It is the temperature at which the most probable crossing energy of the parabola runs to −∞.

**(d) A barrier of finite height**

The divergence comes from a parabola without a bottom. Suppose instead that the reactant side levels off at energy zero, so that no incident energy is negative. Since P ≤ 1,

κ ≤ ∫₀^∞ β e^{−β(E−V₀)} dE = e^{βV₀},

which is finite at every T > 0. For such a one-dimensional barrier of finite height, T_c marks a gradual change of regime, not a singularity of the rate.

To see this change, replace the parabola by an Eckart barrier,

V = Ap + Bp(1 − p), p = 1/(1 + e^{−x/L}).

It runs from 0 on the reactant side to the reaction energy A on the product side. Its maximum is where dV/dp = A + B(1 − 2p) = 0, so p₀ = (A + B)/(2B), and the height there is

V₀ = (A + B)²/(4B).

Taking the root gives A + B = 2√(V₀B), a quadratic equation for √B. The solution with a maximum inside the range 0 < p < 1 is √B = √V₀ + √(V₀ − A).

At the top dV/dp = 0, so V'' = −2B(dp/dx)², with dp/dx = p(1 − p)/L and p₀(1 − p₀) = (B² − A²)/(4B²). Setting V'' = −mω² gives

mω² = (B² − A²)²/(8B³L²),

which fixes L. The height and the top curvature, and with them T_c, are thus held fixed while the shape changes.

The barrier quantum is ħω = 0.1488 eV, so V₀ = 0.60 eV is 4.03ħω. For the symmetric case (A = 0) and the exothermic case (A = −0.30 eV), P(E) was found by integrating the Schrödinger equation numerically with a fourth-order Runge–Kutta method. The integration starts from a purely transmitted wave on the right, and the incoming part is separated on the left. The energy integral for κ was then done by Simpson's rule. The parabolic values come from part (c); at 523 K, for example, a = 274.8/523 = 0.525 and κ = 0.525π/sin(0.525π) = 1.66.

Tunnelling factor κ:

- 523 K: parabola 1.66, symmetric 1.65, exothermic 1.65
- 300 K: parabola 11.0, symmetric 5.6, exothermic 5.8
- 275 K (T_c): parabola divergent, symmetric 8.7, exothermic 9.3
- 200 K: parabola divergent, symmetric 216, exothermic 338

Crossings of the symmetric barrier:

- 523 K: mean energy 0.599 eV, share below the top 52%
- 300 K: mean energy 0.515 eV, share below the top 87%
- 275 K: mean energy 0.489 eV, share below the top 92%
- 200 K: mean energy 0.338 eV, share below the top 99.7%

At 523 K the parabola suffices: its κ agrees with both finite barriers to about 1%. At 300 K, still above T_c, it gives about twice their value. The reason can be seen in the symmetric case, where B = 4V₀ and V = V₀ sech²(x/2L). Since tanh²u ≤ u², we have sech²u = 1 − tanh²u ≥ 1 − u², so this barrier is nowhere lower than the parabola with the same top. In the semiclassical estimate P ≈ exp[−(2/ħ)∫√(2m(V − E)) dx], taken between the turning points, the extra height and width reduce the transmission at depth. Near T_c those depths carry much of the weight. Within about half a quantum of the top this estimate does not apply, and there the Eckart transmission is a few per cent above the parabolic one; the close agreement at 523 K is partly a cancellation of this gain against the loss at depth. The parabolic integral also includes energies below zero, at which the finite barrier has no incident particles.

At T_c the finite barriers give κ of about 9, and nothing abrupt happens. The mean crossing energy sinks gradually on cooling. A classical step would give a mean energy V₀ + k_BT, or 0.645 eV at 523 K. The quantum mean is already lower there, and by 200 K it lies 0.26 eV below the top. This energy has a direct kinetic meaning, because

−d/dβ ln ∫ P(E) e^{−βE} dE = ⟨E⟩.

The mean crossing energy is thus the Arrhenius slope of the transmitted flux, before the thermal energy of the reactants is subtracted. In this model an Arrhenius plot flattens on cooling through the region around T_c. At 200 K the two finite barriers differ by a factor of about 1.6, so the height and top curvature no longer determine the rate well.

**The model beside the deposition process.** The barrier, reaction energy and process temperature are rough values for hydrogen transfer to an amide ligand, not data for one compound. The process temperature is 1.9T_c, and κ = 1.65 has the same effect on the rate as lowering the barrier by k_BT ln κ = 0.0451 eV × 0.50 ≈ 0.02 eV. If the barrier is uncertain by more than this, that uncertainty outweighs the whole tunnelling correction at 523 K. At 300 K the equivalent lowering is larger, 0.0259 eV × ln 5.6 ≈ 0.04 eV, so the barrier must be known to better than this before the tunnelling correction is the larger effect.

A real surface complex also departs from the model because its hydrogen is bound before the transfer. With an O–H stretch of roughly 3600 cm⁻¹, it has no states below about half a quantum, 0.22 eV above the bottom of the well. If that bottom is placed at the model's energy zero, the share of crossings that the symmetric barrier wrongly assigns to lower energies is 3 × 10⁻⁶ at 523 K and 0.4% at T_c, but 12% at 200 K. Crossings from below this floor are therefore negligible in the model at the process temperature, but not well below T_c. This share does not measure the whole effect of the binding on the rate. The quantization of the stretch, through both its zero-point energy and its level spacing, also changes the reactant's partition function: for a harmonic stretch of quantum ħΩ = 0.446 eV, the classical value k_BT/ħΩ exceeds the quantum value 1/[2 sinh(ħΩ/2k_BT)] by a factor of about 14 at 523 K. That factor belongs to the partition functions of the rate expression, not to κ. It applies in full when the barrier is measured from the bottom of the well; if the barrier is already corrected for zero-point energy, the zero-point part must not be counted a second time. Nor does the share test the replacement of the discrete levels above the floor by a continuum. That replacement is a strong one here: harmonic levels of this stretch lie at 0.22 and 0.67 eV, so only one falls below the 0.60 eV top, and the finite-barrier values of κ above describe a continuum of incident energies, not a hydrogen bound in such a well.

Coupling to other vibrations and curvature of the reaction path are left out, and a one-dimensional calculation cannot size them. The value of 275 K belongs to the parabolic barrier with the given wavenumber; it is not the temperature down to which the parabolic correction can be trusted, since for the finite barriers computed here that correction is already too large by a factor of about two at 300 K.
